# Magnetic shielding of the nucleus in atoms with L = 0: a numerical check

```python
# Lamb formula. For an L=0 atomic state (non-relativistic, fixed point nucleus,
# orbital currents only) the shielding sigma = d2E/(d mu dB) = -B_ind(0)/B equals
# (alpha^2/3) * sum_i <1/r_i> in atomic units. 1s orbital of exponent zeta:
# <1/r> = zeta. H: zeta = 1. He: variational zeta = Z - 5/16 = 27/16.
# Symbols: B field, mu nuclear moment, m = alpha^2*mu, Z nuclear charge,
# A_B = B x (r-O)/2 with gauge origin O, A_m = m x (r-N)/|r-N|^3 with nucleus N.
import numpy as np, sympy as sp
import scipy.constants as sc
from scipy.linalg import eigh, cho_factor, cho_solve
from pyscf import gto, dft

al2 = sc.alpha**2
ppm = al2*1e6
a0 = sc.physical_constants['Bohr radius'][0]
muB = sc.physical_constants['Bohr magneton'][0]
ge = abs(sc.physical_constants['electron g factor'][0])
def show(label, x, unit='', f='.5f'):
    print(f"{label} = {x:{f}} {unit}".rstrip())
def lamb(sum_rinv):
    return ppm*sum_rinv/3

assert abs(sc.mu_0*sc.e**2/(4*np.pi*sc.m_e*a0)/al2 - 1) < 1e-8
show("1/alpha", 1/sc.alpha, '', '.6f'); show("alpha^2", al2, '', '.6e')
show("m_e/m_p", sc.m_e/sc.m_p, '', '.2e')

# symbolic 1s integrals and the variational exponent
r, s, z, Z = sp.symbols('r s z Z', positive=True)
R = 2*z**sp.Rational(3, 2)*sp.exp(-z*r)
P = sp.expand(R**2*r**2)
assert sp.simplify(sp.integrate(P, (r, 0, sp.oo)) - 1) == 0
rinv = sp.simplify(sp.integrate(sp.expand(P/r), (r, 0, sp.oo)))
T1 = sp.simplify(sp.integrate(sp.expand(sp.diff(R, r)**2*r**2/2), (r, 0, sp.oo)))
inner = sp.integrate(P.subs(r, s), (s, 0, r))
J = sp.simplify(2*sp.integrate(sp.expand(P*inner/r), (r, 0, sp.oo)))
assert sp.simplify(rinv - z) == 0 and sp.simplify(T1 - z**2/2) == 0
assert sp.simplify(J - 5*z/8) == 0
Ez = sp.expand(2*T1 - 2*Z*rinv + J)
zopt = sp.solve(sp.diff(Ez, z).subs(Z, sp.Symbol('Q')), z)[0].subs(sp.Symbol('Q'), Z)
Eopt = sp.expand(Ez.subs(z, zopt))
assert zopt.subs(Z, 2) == sp.Rational(27, 16)
assert sp.simplify(-sp.diff(Eopt, Z) - 2*rinv.subs(z, zopt)) == 0
zeta, E_model = float(zopt.subs(Z, 2)), float(Eopt.subs(Z, 2))
show("He zeta", zeta, '1/bohr', '.4f'); show("He J(zeta)", float(J.subs(z, zeta)), 'hartree', '.6f')
show("He E unscreened zeta=2", float(Ez.subs({z: 2, Z: 2})), 'hartree', '.6f')
show("He E model", E_model, 'hartree', '.6f')
show("He model sum<1/r>", 2*zeta, '1/bohr', '.4f')

# Biot-Savart field at the nucleus, 3D quadrature in SI
def biot_savart(current, zt):
    x, wx = np.polynomial.legendre.leggauss(120)
    rr, wr = (x + 1)*15*a0/zt, wx*15*a0/zt
    c, wc = np.polynomial.legendre.leggauss(8)
    ph = 2*np.pi*(np.arange(8) + 0.3)/8
    rr3, c3, p3 = [a.ravel() for a in np.meshgrid(rr, c, ph, indexing='ij')]
    w = np.einsum('i,j,k->ijk', wr*rr**2, wc, np.full(8, 2*np.pi/8)).ravel()
    st = np.sqrt(1 - c3**2)
    vec = rr3[:, None]*np.stack([st*np.cos(p3), st*np.sin(p3), c3], 1)
    return sc.mu_0/(4*np.pi)*np.einsum('g,gk->k', w/rr3**3, np.cross(current(vec, rr3), -vec))
dens = lambda rr, N, zt: N*zt**3/(np.pi*a0**3)*np.exp(-2*zt*rr/a0)
B0 = 10.0
Bvec = B0*np.array([1., 2., 2.])/3
show("applied field B", B0, 'T', '.1f')
for name, N, zt in [("H", 1, 1.0), ("He+", 1, 2.0), ("He zeta=2", 2, 2.0), ("He zeta=27/16", 2, zeta)]:
    cur = lambda v, rr: -sc.e**2/sc.m_e*dens(rr, N, zt)[:, None]*0.5*np.cross(Bvec, v)
    Bind = biot_savart(cur, zt)
    assert np.allclose(Bind, -lamb(N*zt)*1e-6*Bvec, rtol=1e-7, atol=0)
    show(f"{name}: sigma Lamb", lamb(N*zt), 'ppm', '.4f')
    show(f"{name}: B_ind along B, Biot-Savart", 1e3*Bind@Bvec/B0, 'mT')
mus = np.array([0, 0, ge*muB/2])
spin_cur = lambda v, rr: np.cross((-2*dens(rr, 1, 1.0)/a0/rr)[:, None]*v, mus)
Bc = biot_savart(spin_cur, 1.0)[2]
assert abs(Bc/(2*sc.mu_0/3*mus[2]*dens(0.0, 1, 1.0)) - 1) < 1e-8
show("H contact field of the spin", Bc, 'T', '.2f')

def even_tempered(spec):
    return [[l, [a*q**k, 1.0]] for l, a, q, n in spec for k in range(n)]

# one-electron systems in finite B and m; shieldings returned in units of alpha^2
class OneElectron:
    def __init__(self, atom, charge):
        bas = even_tempered([(0, .03, 2.4, 15), (1, .08, 2.5, 8), (2, .3, 3.0, 3)])
        mol = gto.M(atom=atom, basis={'H': bas}, unit='Bohr', charge=charge, spin=1, verbose=0)
        sv, U = eigh(mol.intor('int1e_ovlp'))
        X = U[:, sv > 1e-7]/np.sqrt(sv[sv > 1e-7])
        self.e, V = eigh(X.T@(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))@X)
        C = X@V
        g = dft.gen_grid.Grids(mol); g.atom_grid = (80, 194); g.prune = None; g.build()
        keep = g.weights != 0
        self.x, self.w = g.coords[keep], g.weights[keep]
        ao = dft.numint.eval_ao(mol, self.x, deriv=1)
        self.f = [ao[k]@C for k in range(4)]
        self.N = mol.atom_coord(0)
        with mol.with_rinv_origin(self.N):
            self.rinv = C[:, 0]@mol.intor('int1e_rinv')@C[:, 0]
    def shielding(self, axis, O):
        u, f, w = np.eye(3)[axis], self.f, self.w
        d = self.x - self.N
        AB = 0.5*np.cross(u, self.x - np.array(O))
        Am = np.cross(u, d)/np.linalg.norm(d, axis=1)[:, None]**3
        def a_grad(A):
            M = f[0].T@sum((w*A[:, k])[:, None]*f[k + 1] for k in range(3))
            return (M - M.T)/2
        mult = lambda v: f[0].T@((w*v)[:, None]*f[0])
        a, b = a_grad(AB), a_grad(Am)
        BB, Bm = mult(0.5*(AB*AB).sum(1)), mult((AB*Am).sum(1))
        def E(B, m):
            H = np.diag(self.e - self.e[0]) - 1j*(B*a + m*b) + B*B*BB + B*m*Bm
            v = eigh(H)[1][:, 0]
            return (v.conj()@H@v).real/(v.conj()@v).real
        B, m = 2e-3, 5e-4
        fd = (E(B, m) - E(B, -m) - E(-B, m) + E(-B, -m))/(4*B*m)
        dia = Bm[0, 0]
        para = 2*np.sum(-a[0, 1:]*b[1:, 0]/(self.e[0] - self.e[1:]))
        assert abs(fd - dia - para) < 1e-4      # O(B^2, m^2) finite-difference error
        return fd, dia, para

Hat = OneElectron('H 0 0 0', 0)
show("H basis energy", Hat.e[0], 'hartree', '.6f')
for O in ([0, 0, 0], [0, 0, 1.0]):
    fd, dia, para = Hat.shielding(0, O)
    assert abs(3*fd - 1) < 3e-4 and abs(para) < 1e-6   # Gaussian basis error
    show(f"H finite-field sigma, gauge origin z={O[2]:.0f} bohr", ppm*fd, 'ppm', '.3f')
    show("  its paramagnetic part", abs(ppm*para), 'ppm', '.4f')
del Hat
Rb = 2.0
ion = OneElectron(f'H 0 0 0; H 0 0 {Rb}', 1)
perp, par = ion.shielding(0, [0, 0, 0]), ion.shielding(2, [0, 0, 0])
mid = ion.shielding(0, [0, 0, Rb/2])
assert abs((2*perp[1] + par[1])/3 - ion.rinv/3) < 1e-4
assert abs(par[2]) < 1e-6 and ppm*perp[2] < -1
assert ppm*abs(mid[1] - perp[1]) > 2 and ppm*abs(mid[0] - perp[0]) < 0.3  # basis error
show("H2+ R", Rb, 'bohr', '.1f'); show("H2+ total energy", ion.e[0] + 1/Rb, 'hartree')
show("H2+ <1/r_N>", ion.rinv, '1/bohr', '.4f')
show("H2+ Lamb expression", lamb(ion.rinv), 'ppm', '.2f')
for lab, t in [("perp", perp), ("parallel", par), ("perp, midpoint gauge", mid)]:
    print(f"H2+ {lab}: total {ppm*t[0]:.2f}, dia {ppm*t[1]:.2f}, para {ppm*t[2]:.2f} ppm")
show("H2+ isotropic total", ppm*(2*perp[0] + par[0])/3, 'ppm', '.2f')
del ion

# helium: Hartree-Fock and full CI, 15s6p3d even-tempered Gaussians
bas = even_tempered([(0, .08, 2.4, 15), (1, .25, 2.5, 6), (2, .6, 2.5, 3)])
he = gto.M(atom='He 0 0 0', basis={'He': bas}, verbose=0)
T = he.intor('int1e_kin')
with he.with_rinv_origin([0, 0, 0]):
    Ri = he.intor('int1e_rinv')
X = eigh(T - 2*Ri, he.intor('int1e_ovlp'))[1]
T, Ri, eri, n = X.T@T@X, X.T@Ri@X, he.intor('int2e'), he.nao
for _ in range(4):
    eri = np.tensordot(eri, X, axes=(0, 0))
Jm = eri.reshape(n*n, n*n)
G = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(n*n, n*n)
def helium(Zn):
    h = T - Zn*Ri
    c = eigh(h)[1][:, 0]; D = np.outer(c, c)
    for _ in range(80):
        c = eigh(h + (Jm@D.ravel()).reshape(n, n))[1][:, 0]
        change = abs(np.outer(c, c) - D).max()
        D = 0.5*(D + np.outer(c, c))
    assert change < 1e-8
    v = np.outer(c, c).ravel()
    ehf, rhf, thf = 2*c@h@c + v@Jm@v, 2*c@Ri@c, 2*c@T@c
    H = G + np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    fac = cho_factor(H + 3*np.eye(n*n))
    for _ in range(25):
        v = cho_solve(fac, v); v /= np.linalg.norm(v)
    C = v.reshape(n, n)
    return ehf, rhf, thf, v@H@v, 2*np.sum(C*(Ri@C))
ehf, rhf, thf, eci, rci = helium(2.0)
dZ = 1e-3
up, dn = helium(2 + dZ), helium(2 - dZ)
dhf, dci = -(up[0] - dn[0])/(2*dZ), -(up[3] - dn[3])/(2*dZ)
assert abs(dhf - rhf) < 2e-6 and abs(dci - rci) < 2e-6
assert eci < ehf < E_model and abs(thf/ehf + 1) < 1e-4
assert abs(rhf/(2*zeta) - 1) < 1e-3 and abs(rci/(2*zeta) - 1) < 1e-3
assert abs(E_model/eci - 1) > 1e-2
for lab, e, ri, d in [("HF", ehf, rhf, dhf), ("full CI", eci, rci, dci)]:
    show(f"He {lab} energy", e, 'hartree')
    show(f"He {lab} sum<1/r>", ri, '1/bohr'); show(f"He {lab} -dE/dZ", d, 'hartree')
    show(f"He {lab} sigma", lamb(ri), 'ppm', '.3f')
show("E(CI) - E(model)", eci - E_model, 'hartree')
show("d[E(CI) - E(model)]/dZ", 2*zeta - dci, 'hartree')
show("sigma(CI) - sigma(model)", lamb(rci) - lamb(2*zeta), 'ppm', '.3f')
show("model error in energy", 100*abs(E_model/eci - 1), '%', '.2f')
show("model error in sigma", 100*abs(2*zeta/rci - 1), '%', '.3f')
assert round(lamb(1.0), 2) == 17.75 and round(lamb(2*zeta), 1) == 59.9
print("PASS")
```

Output:

```
1/alpha = 137.035999
alpha^2 = 5.325135e-05
m_e/m_p = 5.45e-04
He zeta = 1.6875 1/bohr
He J(zeta) = 1.054688 hartree
He E unscreened zeta=2 = -2.750000 hartree
He E model = -2.847656 hartree
He model sum<1/r> = 3.3750 1/bohr
applied field B = 10.0 T
H: sigma Lamb = 17.7505 ppm
H: B_ind along B, Biot-Savart = -0.17750 mT
He+: sigma Lamb = 35.5009 ppm
He+: B_ind along B, Biot-Savart = -0.35501 mT
He zeta=2: sigma Lamb = 71.0018 ppm
He zeta=2: B_ind along B, Biot-Savart = -0.71002 mT
He zeta=27/16: sigma Lamb = 59.9078 ppm
He zeta=27/16: B_ind along B, Biot-Savart = -0.59908 mT
H contact field of the spin = 16.71 T
H basis energy = -0.499999 hartree
H finite-field sigma, gauge origin z=0 bohr = 17.750 ppm
  its paramagnetic part = 0.0000 ppm
H finite-field sigma, gauge origin z=1 bohr = 17.750 ppm
  its paramagnetic part = 0.0000 ppm
H2+ R = 2.0 bohr
H2+ total energy = -0.60263 hartree
H2+ <1/r_N> = 0.8523 1/bohr
H2+ Lamb expression = 15.13 ppm
H2+ perp: total 11.01, dia 16.55, para -5.54 ppm
H2+ parallel: total 12.29, dia 12.29, para -0.00 ppm
H2+ perp, midpoint gauge: total 11.00, dia 9.89, para 1.11 ppm
H2+ isotropic total = 11.44 ppm
He HF energy = -2.86168 hartree
He HF sum<1/r> = 3.37456 1/bohr
He HF -dE/dZ = 3.37456 hartree
He HF sigma = 59.900 ppm
He full CI energy = -2.90262 hartree
He full CI sum<1/r> = 3.37591 1/bohr
He full CI -dE/dZ = 3.37591 hartree
He full CI sigma = 59.924 ppm
E(CI) - E(model) = -0.05496 hartree
d[E(CI) - E(model)]/dZ = -0.00091 hartree
sigma(CI) - sigma(model) = 0.016 ppm
model error in energy = 1.89 %
model error in sigma = 0.027 %
PASS
```
